The Hertz-Knudsen evaporation flux from Maxwell velocities and detailed balance

Q: You want the rate at which a precursor evaporates from its surface, and you propose to get it from the velocities of molecules in the vapour. Those molecules have already left. How can they tell you how fast others are leaving?

A: Through equilibrium. In a closed vessel at temperature T the vapour settles at the equilibrium pressure p_sat, and the amount of condensed phase then stays constant. As many molecules leave the surface as are captured by it. The vapour tells us how often molecules strike the surface. Together with the fraction of them that is captured, which depends on the surface, this gives the emission rate, which is hard to calculate directly. The first task is to count how many vapour molecules strike the surface.

Q: Then count them, and say what you assume about the vapour.

A: It is a dilute ideal gas of molecules of mass m, with number density n and pressure p = nkT, where k is the Boltzmann constant. The surface is flat. Only the velocity component along its normal matters for reaching it. Let v be the speed of approach along the normal, positive towards the surface. The Maxwell distribution of this one component is

f(v) = √(m/(2πkT)) exp(−mv²/(2kT)).

It is normalized over all v from −∞ to ∞, so half the molecules are approaching and half receding.

Take molecules with normal speed between v and v + dv. Those that hit an area A during a short time dt lie within a distance v dt of it. They fill a volume A v dt, so their number is n f(v) dv · A v dt. Dividing by A dt and adding up all approaching molecules gives

J_in = n ∫₀^∞ v f(v) dv.

Sideways motion carries some molecules out of the column above A, but on a uniform surface equally many come in from neighbouring columns.

Write σ² = kT/m, so that f(v) = exp(−v²/(2σ²))/(σ√(2π)). With w = v²/(2σ²) we have v dv = σ² dw, and

∫₀^∞ v exp(−v²/(2σ²)) dv = σ² ∫₀^∞ exp(−w) dw = σ².

Hence

J_in = nσ²/(σ√(2π)) = nσ/√(2π) = n √(kT/(2πm)).

Replacing n by p/(kT) gives

J_in = p/√(2πmkT).

Q: I have seen the collision rate written as one quarter of density times mean speed. Is that a different quantity?

A: It is the same one. The mean speed v̄ uses all three components. For total speed c the Maxwell distribution is 4πc² (2πσ²)^(−3/2) exp(−c²/(2σ²)), so

v̄ = 4π (2πσ²)^(−3/2) ∫₀^∞ c³ exp(−c²/(2σ²)) dc.

The substitution w = c²/(2σ²) gives c dc = σ² dw and c² = 2σ²w. The integral becomes 2σ⁴ ∫₀^∞ w exp(−w) dw = 2σ⁴. Therefore

v̄ = 8πσ⁴/((2π)^(3/2) σ³) = 4σ/√(2π) = √(8kT/(πm)).

So n v̄/4 = nσ/√(2π), which is J_in.

Numbers make this concrete. Take a model precursor with round parameters: molar mass M = 300 g/mol, T = 400 K and p_sat = 0.010 Pa. The density at equilibrium is n_sat = 1.811 × 10¹⁸ m⁻³ and the mean speed is 168.0 m/s. Then

n_sat v̄/4 = 1.811 × 10¹⁸ × 168.0/4 = 7.61 × 10¹⁹ m⁻² s⁻¹.

The pressure form has the denominator √(2πmkT) = 1.315 × 10⁻²² kg m/s, and 0.010/(1.315 × 10⁻²²) gives the same flux. A separate count of wall hits by randomly placed particles gave 7.59 × 10¹⁹ m⁻² s⁻¹. That is about 0.3 percent below the formula, relative to the formula, which is the size of the expected counting noise.

Q: That is a collision rate. A molecule can hit the surface and bounce off. Why should every collision count as condensation?

A: It should not. Let s(v) be the probability that a molecule arriving with normal speed v is captured, meaning that it joins the condensed phase and loses the memory of its arrival. The others return to the vapour. The captured flux is

J_cap = n ∫₀^∞ s(v) v f(v) dv.

Define α as the average of s over the molecules that arrive:

α = ∫₀^∞ s(v) v f(v) dv / ∫₀^∞ v f(v) dv.

The weight contains the extra factor v because fast molecules strike more often than their share of the density suggests. With this definition

J_cap = α J_in = α p/√(2πmkT), 0 < α ≤ 1.

If s also depends on the sideways velocity or on molecular rotation, the average extends over those variables too, and the last equation keeps its form.

Q: You have a coefficient for condensation. Evaporation is a different process, and I see no reason for it to share that coefficient.

A: At equilibrium the condensed phase neither grows nor shrinks. The emitted flux must equal the captured flux at p = p_sat:

J_em = α p_sat/√(2πmkT).

If an evaporation coefficient is defined as J_em divided by p_sat/√(2πmkT), it equals α. This much follows from the balance of totals.

Detailed balance says more. The microscopic equations of motion are reversible in time, so at equilibrium each process occurs as often as its reverse. The reverse of capturing a molecule that arrives with normal speed v is emitting one that leaves with normal speed v. Hence, per unit interval of v,

j_em(v) = n_sat s(v) v f(v).

Integration over v recovers J_em. The formula also shows that emitted molecules need not have the Maxwell distribution of an outgoing half-stream. If slow molecules are rarely captured, slow molecules are rarely emitted. At equilibrium the reflected molecules supply what is missing, and the complete outgoing stream is Maxwellian.

Q: You used the vapour to find the emission rate and then called it a property of the surface. Can you show a case where the emission is counted from inside the condensed phase?

A: Here is a simple one. Let classical molecules that do not interact with one another move in a region where their potential energy is −D relative to the vacuum. Occasional contacts with a heat bath at T redraw their velocities from the Maxwell distribution. The region is thick enough for a molecule that enters to be thermalized before it can return to the surface, so entering counts as capture. Contacts during the short crossing of the surface are neglected. At the surface they must pass a barrier whose top lies at +B. This is not a realistic liquid, but both directions can be counted.

From the vapour side, a molecule enters if its normal kinetic energy exceeds B. So s(v) is zero below the speed v_B = √(2B/m) and one above it. The numerator of α then has the lower limit v_B, and the substitution used earlier gives

∫_{v_B}^∞ v f(v) dv = (σ/√(2π)) exp(−v_B²/(2σ²)).

Since v_B²/(2σ²) = B/(kT), dividing by σ/√(2π) gives

α = exp(−B/(kT)).

Now stand inside. For independent classical molecules the Boltzmann factor fixes the equilibrium density there,

n_c = n_sat exp(D/(kT)),

while the velocity distribution stays Maxwellian at the same T. A molecule with normal speed u towards the surface escapes if ½mu² − D > B, that is, if ½mu² > D + B. With u_min = √(2(D + B)/m), the escaping flux is

J_em = n_c ∫_{u_min}^∞ u f(u) du
= n_sat exp(D/(kT)) · (σ/√(2π)) · exp(−(D + B)/(kT))
= n_sat (σ/√(2π)) exp(−B/(kT)).

The well depth cancels: the deeper well holds more molecules, but a correspondingly smaller fraction can escape. What remains is α times the equilibrium collision flux, as detailed balance requires.

Q: The totals agree. Does the balance hold speed by speed?

A: Energy conservation connects the inside speed u with the outside speed v:

½mu² = ½mv² + D, or u² = v² + 2D/m.

Differentiation gives u du = v dv. The exponent in f(u) contains the extra energy D, so f(u) = f(v) exp(−D/(kT)). For molecules that pass the barrier,

n_c u f(u) du = n_sat exp(D/(kT)) · exp(−D/(kT)) f(v) v dv = n_sat v f(v) dv.

The left side is emission counted inside. The right side is capture counted outside, with s = 1. Below v_B both are zero.

To obtain α = 0.50 at 400 K, the barrier must be B = kT ln 2, or 2.305 kJ/mol. The entry speed is then v_B = 124 m/s. With a well depth of 8kT, numerical integration over the molecules inside gives an emission of 3.803 × 10¹⁹ m⁻² s⁻¹. This is half of 7.606 × 10¹⁹ m⁻² s⁻¹. Equality was also tested in three separate windows of outside speed above v_B. The depth 8kT is a convenient value only. It makes n_c about 5.4 × 10²¹ m⁻³, far below the density of a real liquid or solid, which would correspond to D near 21kT. The equilibrium emission does not depend on this choice.

Q: So far the vapour has been at equilibrium. In a precursor source it is being removed. Why may I keep the equilibrium emission rate?

A: Because of an assumption: emission depends on the state of the condensed phase and not on the vapour present. If its temperature, composition and surface structure are held fixed, removing vapour does not change J_em. The assumption can fail if the surface becomes depleted, acquires a contaminating layer, or changes structure as it evaporates. In the barrier model it also requires D + B to be large compared with kT, through a deep well, a high barrier or both. Then only a small fraction of the molecules near the surface can escape, and motion from the interior can replace them, provided the supply does not have to diffuse over too long a distance. If D + B were only a few kT, the layer near the surface would be depleted and emission into vacuum would fall, although the well depth cancels at equilibrium.

Now let the incident molecules come from a Maxwellian reservoir at the same T but at pressure p. The density cancels from the definition of α, so α is unchanged as long as s does not depend on p. The captured flux is α p/√(2πmkT). Counting emission as positive, subtract capture:

J = α p_sat/√(2πmkT) − α p/√(2πmkT)
= α (p_sat − p)/√(2πmkT).

This is the Hertz-Knudsen flux with an evaporation coefficient. It is positive for p < p_sat, zero at equilibrium for any α, and negative, meaning net condensation, for p > p_sat. Thus α changes the rate but not the equilibrium pressure. For p = 0 the flux reaches its vacuum value α p_sat/√(2πmkT).

Q: A balance measures mass, not molecules. What does it read?

A: Multiply J by m. The factor m/√(2πmkT) equals √(m/(2πkT)). Multiplying numerator and denominator under the root by the Avogadro constant turns m into M and k into the gas constant R. The mass flux is

G = α (p_sat − p) √(M/(2πRT)).

For α = 1 and vacuum, the model precursor would lose 3.789 µg cm⁻² s⁻¹. With α = 0.50 it loses 1.894 µg cm⁻² s⁻¹. If the incident stream comes from a reservoir at p = 0.004 Pa, the remaining pressure difference is 0.006 Pa, which is 0.6 of p_sat. The net loss is

0.6 × 1.8945 = 1.137 µg cm⁻² s⁻¹.

In molecules, the emitted 3.803 × 10¹⁹ less the captured 1.521 × 10¹⁹ leaves 2.282 × 10¹⁹ m⁻² s⁻¹.

A 1.0 mg sample with an exposed area of 1.0 cm² would take 1000/1.894 = 528 s to disappear in vacuum, provided that its area and surface temperature stay constant. Evaporation removes heat, so the second condition needs a sufficient heat supply. The temperature in the formula is that of the surface, not that of the heater.

Q: Could I turn this round and find the vapour pressure from the mass loss in vacuum?

A: You would find the product αp_sat. Solving the vacuum formula gives

α p_sat = G √(2πRT/M).

If α is set to one in our example, the apparent vapour pressure is 0.0050 Pa, half the true 0.010 Pa. One vacuum rate at one temperature cannot separate the two factors. An independent equilibrium pressure measurement would do so.

Measuring at several temperatures does not automatically cure this. For an ideal vapour, with the volume of the condensed phase neglected, the Clausius-Clapeyron relation is d ln p_sat/d(1/T) = −ΔH/R, where ΔH is the molar enthalpy of vaporization. In the barrier model with constant B, ln α = −B/(kT), so d ln α/d(1/T) = −B/k = −N_A B/R, where N_A is the Avogadro constant. Adding the two slopes gives

d ln(αp_sat)/d(1/T) = −(ΔH + N_A B)/R.

The apparent enthalpy is too large by N_A B, here 2.3 kJ/mol. A straight line in such a plot is therefore no proof that α = 1. A constant α below one would instead shift the line without changing its slope.

Q: Suppose the returning vapour has cooled on a wall. May I still use one temperature and one α?

A: No. Emission is set by the surface temperature T, capture by the incident stream. If that stream is Maxwellian at T_g, then

J = α(T) p_sat/√(2πmkT) − α_c(T_g) p/√(2πmkT_g).

Here α_c is the average of s over the actual incident molecules. It may differ from the equilibrium coefficient at T without violating detailed balance, because the surface and the stream are not in equilibrium. In the barrier model, with the surface and its barrier unchanged, α_c = exp(−B/(kT_g)).

Take T_g = 300 K and keep p = 0.004 Pa. This illustrates the formula and does not describe a realistic source. At 300 K the equilibrium pressure of such a precursor would be well below 0.004 Pa, so a real wall would tend to collect the vapour instead of returning it. We assume that the molecules cool without condensing, either on the wall or in flight. Two effects compete. At fixed pressure the cold gas is denser, and its collision flux is larger by √(400/300) = 1.155. But fewer of its molecules can pass the barrier, and α_c falls from 0.50 to 0.397. The product of the two changes is 1.155 × 0.397/0.50 = 0.92. Capture therefore falls from 1.521 × 10¹⁹ to 1.394 × 10¹⁹ m⁻² s⁻¹, and the net flux rises to 2.409 × 10¹⁹ m⁻² s⁻¹. This is 5.6 percent above the value for vapour at 400 K. Had α_c stayed at 0.50, capture would have increased and the net flux would have fallen. Even the sign of the correction depends on how capture varies with speed.

Q: One symbol still troubles me. Is p simply the pressure I would measure just above the surface?

A: In general it is not, although the two agree at equilibrium. In the derivation p describes the molecules coming in. Consider α = 1 with a perfect vacuum beyond. Nothing comes in, so p = 0, yet the space above the surface contains outgoing molecules. They form half of the equilibrium Maxwell distribution, and the normal momentum they carry per unit area and time is

n_sat m ∫₀^∞ v² f(v) dv.

The integral over all v is the variance σ² = kT/m. The integrand is even, so half the range gives kT/(2m). The momentum flux is n_sat kT/2 = p_sat/2, or 0.0050 Pa here. If this were inserted as p, the formula would predict half the true vacuum flux. The value happens to equal the apparent vapour pressure found earlier, but for another reason: there the half came from α = 0.50, here it comes from having one direction of motion.

Weak evaporation does not remove the error. Keep α = 1 and let the incoming molecules come from a reservoir at pressure p and the same T. The outgoing half then contributes p_sat/2 to the normal pressure above the surface, and the incoming half contributes p/2. The sum (p_sat + p)/2 lies below p_sat by only half of p_sat − p. Inserting it in place of p again gives half the true flux, however small the difference.

Q: Then when may I trust the formula in an actual source?

A: It applies directly when emitted molecules travel to a pump or cold wall without colliding near the surface, so that the incident stream is known. The surface must have an open view. The warm walls of a pan or crucible send molecules back even without gas collisions, and for α = 1 a cylindrical cup as deep as its radius passes only about two thirds of the vacuum flux. With an open view, a mean free path long compared with the distance the molecules travel is sufficient. For a small source facing a large vacuum, it need only be long compared with the width of the source, because the vapour thins out as it spreads. At higher pressure, collisions send some emitted molecules back, and the incident stream must be found from the gas flow. With a carrier gas, diffusion away from the surface may limit the rate. The vapour next to the surface then approaches p_sat, and the net flux can be far below the vacuum value even if α = 1. The surface law can still supply a boundary condition if the incoming molecules are distributed like a stream from a resting reservoir at some pressure p. That p is not the local gas pressure, and the vacuum flux is no longer the delivery rate.

The full set of values for the model precursor is in the numerical output below.

Calculated quantities

```
Molar mass: 300 g/mol
Molecular mass: 4.9816e-25 kg
Surface temperature: 400 K
Equilibrium vapour pressure: 0.010 Pa
Reservoir pressure: 0.004 Pa
Evaporation coefficient: 0.50 (no unit)
Equilibrium number density: 1.8107e+18 m^-3
Mean speed: 168.02 m/s
Denominator sqrt(2 pi m k T): 1.3148e-22 kg m/s
Maximum flux, alpha = 1, vacuum: 7.6059e+19 m^-2 s^-1
Flux from random particles: 7.586e+19 m^-2 s^-1
Vacuum flux with alpha: 3.8030e+19 m^-2 s^-1
Emission counted inside well: 3.8030e+19 m^-2 s^-1
Captured flux at reservoir p: 1.5212e+19 m^-2 s^-1
Net flux at reservoir p: 2.2818e+19 m^-2 s^-1
Maximum mass flux: 3.789 ug cm^-2 s^-1
Vacuum mass flux: 1.894 ug cm^-2 s^-1
Net mass flux: 1.137 ug cm^-2 s^-1
Sample mass: 1.0 mg
Sample area: 1.0 cm^2
Time to lose the sample in vacuum: 528 s
Apparent vapour pressure if alpha set to 1: 0.0050 Pa
Model well depth D: 26.61 kJ/mol
Model well depth D/(kT): 8.0 (no unit)
Model barrier B: 2.305 kJ/mol
Normal speed needed to enter: 123.97 m/s
Cold vapour temperature: 300 K
Capture coefficient, cold vapour: 0.3969 (no unit)
Captured flux, cold vapour: 1.3941e+19 m^-2 s^-1
Net flux, cold vapour: 2.4088e+19 m^-2 s^-1
Outgoing normal stress, alpha = 1: 0.0050 Pa
```
